\section*{Electron EDM and scalar-pseudoscalar matrix elements: their ratio in heavy atoms}

\section{A ratio that ignores the orbital}

Take a model atom with $Z=80$ and compute two parity- and time-reversal-violating matrix elements between $ns_{1/2}$ and $np_{1/2}$ orbitals: one for an electric dipole moment (EDM) of the electron, one for a scalar-pseudoscalar electron--nucleus interaction. Over six pairs, from $4s$--$4p$ to $7s$--$7p$ in two screening potentials, the EDM element changes by a factor of about 1400. Its ratio to the other element changes by 0.6\,\% of the mean.

The reason is that both elements are made close to the nucleus. There an orbital has a shape set by the nucleus, and the rest of the atom supplies little more than an amplitude, which cancels in the ratio. These notes derive the ratio in a one-electron mean-field description. Core polarization, correlation and the Breit interaction are left out.

\section{Operators and radial elements}

Atomic units are used, with $c=1/\alpha$, $z=Z\alpha$ and $\gamma=\sqrt{1-z^2}$. The electron has potential energy $V(r)$ and feels the electric field $\mathbf E=\nabla V$, since its charge is $-1$. The unperturbed Hamiltonian is $H=c\,\boldsymbol\alpha\cdot\mathbf p+(\beta-1)c^2+V$.

\paragraph{The EDM operator.} Split the EDM interaction as
\begin{equation}
-d_e\beta\,\boldsymbol\Sigma\cdot\mathbf E=-d_e\boldsymbol\Sigma\cdot\mathbf E+H_d,\qquad
H_d=2d_e\begin{pmatrix}0&0\\0&\boldsymbol\sigma\cdot\mathbf E\end{pmatrix}.
\end{equation}
Because $\boldsymbol\alpha\cdot\mathbf p=\gamma^5\boldsymbol\Sigma\cdot\mathbf p$, the operator $\boldsymbol\Sigma\cdot\nabla$ commutes with the kinetic term; it also commutes with $\beta$. Hence
\begin{equation}
[\boldsymbol\Sigma\cdot\nabla,H]=\boldsymbol\Sigma\cdot\nabla V=\boldsymbol\Sigma\cdot\mathbf E .
\end{equation}
Its expectation value in an eigenstate of $H$ is zero. If $V$ includes the applied field, the first part of the EDM interaction therefore gives no energy shift linear in $d_e$, and $H_d$ carries the effect. Between different eigenstates $\boldsymbol\Sigma\cdot\mathbf E$ need not vanish: its element is the energy difference times that of $\boldsymbol\Sigma\cdot\nabla$. For $3s$--$4p_{1/2}$ in the ion treated below, the radial forms of both sides agree at $2.136\times10^3$ a.u.

\paragraph{The scalar-pseudoscalar operator.} With nucleon number $A$, coupling $C_S$ and nuclear density normalized to $\int\rho\,d^3r=1$,
\begin{equation}
H_S=\frac{iG_F}{\sqrt2}AC_S\gamma^0\gamma^5\rho(r),\qquad
\gamma^5=\begin{pmatrix}0&1\\1&0\end{pmatrix}.
\end{equation}
The opposite sign convention for $\gamma^5$ reverses $H_S$, and with it the sign of the ratio of the two matrix elements. The radial integrals $D$ and $S$ defined next, and their ratio $D/S$, do not depend on this convention.

\paragraph{Angular reduction.} Write $\psi=(P\chi_\kappa,\,iQ\chi_{-\kappa})/r$, with $\kappa=-1$ for $s_{1/2}$ and $\kappa=1$ for $p_{1/2}$, and use $\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi_\kappa=-\chi_{-\kappa}$. In the EDM element the factors $(-i)(i)=1$ multiply an angular factor $-1$. In the other element, $i\gamma^0\gamma^5$ has upper-right block $i$ and lower-left block $-i$, so the two products carry $i\cdot i=-1$ and $(-i)(-i)=-1$. Thus
\begin{align}
\langle s|H_d|p\rangle&=-2d_eD, & D&=\int_0^\infty E\,Q_sQ_p\,dr,\\
\langle s|H_S|p\rangle&=-\frac{G_FAC_S}{\sqrt2}S, & S&=\int_0^\infty\rho\,(P_sQ_p+Q_sP_p)\,dr .
\end{align}

\section{The orbital outside the nucleus}

From $\boldsymbol\sigma\cdot\mathbf L\,\chi_\kappa=-(\kappa+1)\chi_\kappa$ one has
\begin{equation}
\boldsymbol\sigma\cdot\mathbf p\,\frac{P}{r}\chi_\kappa
=\frac ir\left(P'+\frac{\kappa P}{r}\right)\chi_{-\kappa}.
\end{equation}
With the same relation for $Q$ and $-\kappa$, the Dirac equation at energy $\varepsilon$ (rest energy removed) becomes
\begin{equation}
P'=-\frac{\kappa P}{r}+\left(2c+\frac{\varepsilon-V}{c}\right)Q,\qquad
Q'=\frac{\kappa Q}{r}-\frac{\varepsilon-V}{c}P .
\label{radial}
\end{equation}
Near the nucleus set $\varepsilon=0$ and $V=-Z/r$. This requires binding and screening energies small compared with $Z^2$. With $\theta=r\,d/dr$ the second equation gives $P=(\kappa Q-\theta Q)/z$. Inserted in the first, multiplied by $rz$,
\begin{equation}
\kappa\theta Q-\theta^2Q=-\kappa^2Q+\kappa\theta Q+(z^2+2Zr)Q
\;\Rightarrow\;\theta^2Q=(\kappa^2-z^2-2Zr)Q,
\end{equation}
where $cz=Z$ was used. For $|\kappa|=1$ the constant is $\gamma^2$. In the variable $x=\sqrt{8Zr}$, $\theta=\tfrac12x\,d/dx$, so this is Bessel's equation of order $2\gamma$. The solution regular at a point nucleus is
\begin{equation}
Q=NzJ_{2\gamma}(x),\qquad
P=N\left[(\kappa+\gamma)J_{2\gamma}(x)-\tfrac x2J_{2\gamma-1}(x)\right],
\label{bessel}
\end{equation}
where $xJ_\nu'=xJ_{\nu-1}-\nu J_\nu$ was used. The state and its surroundings enter through $N$.

\section{The EDM element for a point nucleus}

The integral needed is $M=\int_0^\infty J_\nu^2x^{-3}dx$ with $\nu=2\gamma$. Let $\vartheta=x\,d/dx$, so that $\vartheta^2J=(\nu^2-x^2)J$.

Multiply this equation by $2\vartheta J$ to get $\vartheta(\vartheta J)^2=(\nu^2-x^2)\vartheta J^2$, and integrate with weight $x^{-3}$. For $\nu>1$ the boundary terms vanish, and $\int x^{-3}\vartheta f\,dx=2\int x^{-3}f\,dx$. The term with $x^2$ gives $\int(J^2)'dx=0$. Hence $\int x^{-3}(\vartheta J)^2dx=\nu^2M$.

Next integrate $\vartheta^2J^2=2(\vartheta J)^2+2(\nu^2-x^2)J^2$ with the same weight:
\begin{equation}
4M=2\nu^2M+2\nu^2M-2L,\qquad L=\int_0^\infty\frac{J_\nu^2}{x}dx .
\end{equation}
To find $L$, take two orders $\mu,\nu$. Their equations give
\begin{equation}
(\mu^2-\nu^2)\int_0^\infty\frac{J_\mu J_\nu}{x}dx
=\Big[J_\nu\vartheta J_\mu-J_\mu\vartheta J_\nu\Big]_0^\infty
=\frac2\pi\sin\frac{(\mu-\nu)\pi}{2},
\end{equation}
by the asymptotic form $J_\nu\to\sqrt{2/\pi x}\cos(x-\nu\pi/2-\pi/4)$. The limit $\mu\to\nu$ is $L=1/(2\nu)$. Therefore
\begin{equation}
M=\frac{L}{2(\nu^2-1)}=\frac1{4\nu(\nu^2-1)}=\frac{1}{8\gamma(4\gamma^2-1)} .
\end{equation}
For $Z=80$ direct quadrature and this formula both give 0.094063.

With $r=x^2/8Z$, $dr=x\,dx/4Z$ and $r^{-2}=64Z^2/x^4$, one finds $\int J^2r^{-2}dr=16ZM$. The nuclear field $Z/r^2$ then yields
\begin{equation}
D_0=N_sN_pz^2Z\cdot16ZM=\frac{2N_sN_pZ^2z^2}{\gamma(4\gamma^2-1)} .
\label{D0}
\end{equation}
Convergence at $r=0$ needs $2\gamma>1$, that is $z<\sqrt3/2$. The integral collects its value at $r$ of order $1/Z$ and below, far inside the valence shell.

\section{Inside the nucleus, and matching}

The element $S$ lives inside the nucleus, where (\ref{bessel}) does not hold. Take a uniformly charged sphere of radius $R$, with $s=r/R$ and $V=-(Z/2R)(3-s^2)$. Drop $\varepsilon$ and the mass term $2c$ in (\ref{radial}). The mass term feeds a component of relative size $cR$ into the $p_{1/2}$ orbital, which enters the elements with another factor $z$; the error is thus of order $czR=ZR$. For $\kappa=-1$, with $(P,Q)=(p,q)$,
\begin{equation}
\frac{dp}{ds}=\frac ps+wq,\qquad \frac{dq}{ds}=-\frac qs-wp,\qquad w=\frac z2(3-s^2).
\end{equation}
Neither $R$ nor the state appears. The series $p=\sum p_ks^{2k+1}$, $q=\sum q_ks^{2k+2}$ with $p_0=1$ obeys
\begin{equation}
2k\,p_k=\frac z2(3q_{k-1}-q_{k-2}),\qquad
(2k+3)q_k=-\frac z2(3p_k-p_{k-1}),
\end{equation}
where coefficients with negative index are zero. Afterwards both functions are divided by $p(1)$, so that $p(1)=1$ and $q(1)=t(z)$. Substitution shows that $(P,Q)=(-q,p)$ solves the equations for $\kappa=1$.

Just outside $R$ the mass term is again of relative order $ZR$, and $\theta^2Q=\gamma^2Q$ has solutions $r^{\pm\gamma}$. Write, apart from a common amplitude $C$,
\begin{equation}
\frac Qz=a\left(\frac rR\right)^{\gamma}+b\left(\frac rR\right)^{-\gamma},\quad
P=(\kappa-\gamma)a\left(\frac rR\right)^{\gamma}+(\kappa+\gamma)b\left(\frac rR\right)^{-\gamma}.
\end{equation}
The second solution is required by the finite nucleus. Continuity at $R$ reads
\begin{align}
s_{1/2}:&\quad a_s+b_s=\frac tz,& -(a_s+b_s)-\gamma(a_s-b_s)&=1,\\
p_{1/2}:&\quad a_p+b_p=\frac1z,& (a_p+b_p)-\gamma(a_p-b_p)&=-t .
\end{align}
Solving for the sums and differences,
\begin{equation}
a_s=\frac12\left[\frac tz-\frac{1+t/z}{\gamma}\right],\qquad
a_p=\frac12\left[\frac1z+\frac{1/z+t}{\gamma}\right],
\end{equation}
with $b_s=t/z-a_s$ and $b_p=1/z-a_p$. At small $r$, $J_{2\gamma}\simeq(2Zr)^\gamma/\Gamma(2\gamma+1)$, so the growing parts match if $Ca=N(2ZR)^\gamma/\Gamma(2\gamma+1)$. Hence
\begin{equation}
C_sC_p=\frac{N_sN_p(2ZR)^{2\gamma}}{\Gamma(2\gamma+1)^2a_sa_p}.
\label{CC}
\end{equation}

\section{The scalar-pseudoscalar element}

Inside, $\rho=3/(4\pi R^3)$ and $P_sQ_p+Q_sP_p=C_sC_p(p^2-q^2)$. Therefore
\begin{equation}
S=\frac{C_sC_p}{4\pi R^2}I_S,\qquad I_S=3\int_0^1(p^2-q^2)\,ds .
\end{equation}
Define $F(z)=-I_S/(2\gamma z\,a_sa_p)$ and insert (\ref{CC}):
\begin{equation}
S=-\frac{\gamma z}{2\pi R^2}\,\frac{N_sN_p(2ZR)^{2\gamma}}{\Gamma(2\gamma+1)^2}\,F(z).
\label{S}
\end{equation}
With $F=1$ this is the value obtained by placing the whole nuclear density on the surface $r=R$, $\rho=\delta(r-R)/(4\pi R^2)$, and using the leading point-nucleus functions there: they give $P_sQ_p+Q_sP_p\propto z[(-1-\gamma)+(1-\gamma)]=-2\gamma z$.

\section{Finite size in the EDM element}

Three changes turn $D_0$ into $D$. The interior contributes $C_sC_p(Z/R)I_D$ with $I_D=\int_0^1s\,p\,q\,ds$, because $E=Zs/R^2$ there. The point-nucleus integrand must be removed from $r<R$. Outside, the terms containing $b$ must be added. Using
\begin{equation}
\int_0^R\!\left(\frac rR\right)^{2\gamma}\!\frac{dr}{r^2}=\frac{1}{(2\gamma-1)R},\quad
\int_R^\infty\!\frac{dr}{r^2}=\frac1R,\quad
\int_R^\infty\!\left(\frac rR\right)^{-2\gamma}\!\frac{dr}{r^2}=\frac1{(2\gamma+1)R},
\end{equation}
one finds $D-D_0=C_sC_p(Zz^2/R)B$ with
\begin{equation}
B=\frac{I_D}{z^2}-\frac{a_sa_p}{2\gamma-1}+a_sb_p+b_sa_p+\frac{b_sb_p}{2\gamma+1}.
\end{equation}
Dividing by (\ref{D0}) and using (\ref{CC}), $D=D_0(1+\delta)$ with
\begin{equation}
\delta=(2ZR)^{2\gamma-1}\,\frac{\gamma(4\gamma^2-1)}{\Gamma(2\gamma+1)^2}\,\frac{B}{a_sa_p}.
\end{equation}
The power $2\gamma-1$ is below one, so this correction is much larger than $ZR$ in a heavy atom. As $2\gamma\to1$, the pole in $B$ makes $\delta\to-1$ and cancels the divergence of $D_0$. Close to that point $D$ is a small difference of large terms, and the leading-order formula should not be relied on.

\section{The ratio and its light-atom limit}

Divide $D_0(1+\delta)$ by (\ref{S}) and write $Z^2R^2=(2ZR)^2/4$. The amplitudes cancel:
\begin{equation}
\boxed{\;\frac DS=-\frac{\pi z\,\Gamma(2\gamma+1)^2}{\gamma^2(4\gamma^2-1)}\,(2ZR)^{2-2\gamma}\,\frac{1+\delta}{F(z)}\;}
\label{main}
\end{equation}
To leading order in $ZR$ and in binding and screening energies over $Z^2$, the right side depends on $Z$ and $R$ alone.

For $z\to0$ the series gives $t\to-2z/5$ and $I_S\to1$, so $a_s\to-\tfrac12$, $a_p\to1/z$ and $F\to1$. Also $\gamma\to1$, $\Gamma(3)^2=4$ and, for $ZR\to0$, $\delta\to0$. Then
\begin{equation}
\frac DS\to-\frac{4\pi}{3}Z\alpha ,
\end{equation}
without any nuclear radius. This limit still assumes screening energies small compared with $Z^2$, a condition that light neutral atoms with several electrons meet less well than heavy ones. The radius enters through relativity: $S$ samples the density at $R$, which grows as $R^{2\gamma-2}$ for a shrinking nucleus, while $D$ converges.

To this order each $s_{1/2}$--$p_{1/2}$ element has the same ratio. Pairs with a deep core orbital depart from it by several per cent: in the $Z=80$ ion $1s$--$12p$ gives $-0.67$ and $2s$--$2p$ gives $-0.74$, against $-0.72$ for $12s$--$12p$. For weakly bound pairs the combined element is
\begin{equation}
-2D\,(d_e+XC_S),\qquad X=\frac{AG_F}{2\sqrt2}\,\frac SD .
\end{equation}
An atomic energy shift built from such elements measures this one combination. Separating $d_e$ from $C_S$ needs systems with different $X$.

\section{Numbers for $Z=80$}

Take $A=200$ and $R=1.2\,\mathrm{fm}\,A^{1/3}=7.018$ fm $=1.3261\times10^{-4}\,a_0$. Then $z=0.5838$, $\gamma=0.8119$ and $2ZR=0.02122$. The interior series gives $t=-0.2425$, $I_S=1.0308$ and $I_D=-0.0541$. Matching gives $a_s=-0.5677$, $a_p=1.7621$, $b_s=0.1524$, $b_p=-0.0491$, so $a_sa_p=-1.0004$ and
\begin{align}
F&=\frac{1.0308}{2(0.8119)(0.5838)(1.0004)}=1.087,\\
B&=-0.159+1.604+0.296-0.003=1.738 .
\end{align}
With $\Gamma(2\gamma+1)^2=1.4556^2=2.119$ and $\gamma(4\gamma^2-1)=1.329$,
\begin{align}
\delta&=0.0904\cdot\frac{1.329}{2.119}\cdot\frac{1.738}{-1.0004}=-0.0985,\\
\frac DS&=-\frac{\pi(0.5838)(2.119)}{0.6592\times1.637}(0.2347)\,\frac{0.9015}{1.087}=-0.701 .
\end{align}
The naive point-nucleus form, $F=1$ and $\delta=0$, gives $-0.845$. The light-atom law gives $-2.45$, too large by a factor 3.5; the main cause is the factor $(2ZR)^{2-2\gamma}=0.235$.

The sensitivity to the radius is
\begin{equation}
\frac{d\ln|D/S|}{d\ln R}=2-2\gamma+\frac{(2\gamma-1)\delta}{1+\delta}=0.376-0.068=0.31,
\end{equation}
at leading order; the neglected terms of order $ZR$ raise it to 0.33 in the numerical solution. A 1\,\% change of $R$ thus moves the ratio by 0.3\,\%. Finally, with $G_F=2.2225\times10^{-14}$ a.u. and $a_0=5.292\times10^{-9}$ cm,
\begin{equation}
X=\frac{200\times2.2225\times10^{-14}}{2\sqrt2\,(-0.701)}\,e a_0
=-2.24\times10^{-12}\,e a_0=-1.19\times10^{-20}\,e\,\mathrm{cm}.
\end{equation}

This value carries the error of the leading-order formula: the numerical $6s$--$6p$ ratio of the screened atom treated below gives $-1.14\times10^{-20}\,e$ cm. It also refers to a uniform sphere; a Fermi density of the same rms radius (diffuseness 0.523 fm) lowers $|D/S|$ by 0.3\,\%.

\section{How accurate is the formula?}

Numerical eigenfunctions of the Dirac equation with the same nucleus provide the comparison; the numerical output follows these notes.

\paragraph{Nuclear size.} For the hydrogen-like ion and the pair $12s$--$12p_{1/2}$, the ratio is $-0.720$, which is 2.7\,\% larger in magnitude than (\ref{main}). With $R$ reduced twentyfold the difference falls to 0.2\,\%, as expected if neglected terms of order $ZR$ dominate it. The fall is by 14 rather than 20 because the binding energy of the pair, about 23 hartree, adds 0.07\,\% at either radius. At $\varepsilon=0$ the differences are 2.60\,\% and 0.13\,\%, that is $2.4\,ZR$ in both cases.

\paragraph{Screening.} The model atom adds to the nuclear potential
\begin{equation}
V_{\rm scr}=(Z-1)\frac{2a+a^2r}{(1+ar)^2},\qquad a=\frac{Z^{1/3}}{\ell}\,a_0^{-1},
\end{equation}
which leaves a unit charge at large distance; its field is included in $D$. For $\ell=1.5$ the pairs $4s$--$4p$, $6s$--$6p$ and $7s$--$7p$ give $-0.7291$, $-0.7286$ and $-0.7286$. For $\ell=1.0$ all three give $-0.7330$. The largest departure from (\ref{main}) is 4.6\,\% of the formula value. Relative to the ion, the magnitude rises by 0.0088 and 0.0132. Measured from the ion at $\varepsilon=0$, where the ratio is $-0.7193$, the increments are 0.0093 and 0.0137, in the ratio 1.47, close to the 1.5 of the two values of $a$. Near the nucleus the screening potential $V_{\rm scr}(0)=2(Z-1)a$ acts like extra binding energy. In the ion $|D/S|$ rises by $2.2\times10^{-5}$ per hartree of binding, and this slope times $V_{\rm scr}(0)$ gives 0.0098 and 0.0147. The slope is not derived here. The picture applies to heavy atoms; for $Z\le20$ and $\ell=1.5$ screening lowers $|D/S|$ instead, by 3\,\% at $Z=5$.

\paragraph{Other charges.} With $A=2.5Z$ and $\ell=1.5$, the results are:
\begin{center}
\begin{tabular}{ccccc}
$Z$ & pair & $D/S$, formula & $D/S$, numerical & $X$, formula ($e$ cm)\\
40 & $5s$--$5p$ & $-0.823$ & $-0.833$ & $-5.1\times10^{-21}$\\
60 & $6s$--$6p$ & $-0.838$ & $-0.859$ & $-7.4\times10^{-21}$\\
80 & $6s$--$6p$ & $-0.701$ & $-0.729$ & $-1.19\times10^{-20}$
\end{tabular}
\end{center}
The ratio does not grow steadily with $Z$: the factor $z$ is opposed by the falling power of $2ZR$. The growth of $|X|$ from 40 to 60 is due to $A$; from 60 to 80 the smaller $|D/S|$ adds to it.

\paragraph{Other partial waves.} For $p_{3/2}$--$d_{3/2}$ the derivation of (\ref{D0}) holds with $\gamma$ replaced by $\gamma_2=\sqrt{4-z^2}$. For equal amplitudes $N$, the EDM element relative to $s_{1/2}$--$p_{1/2}$ is
\begin{equation}
\frac{\gamma(4\gamma^2-1)}{\gamma_2(4\gamma_2^2-1)(1+\delta)}=0.057 ,
\end{equation}
against 0.055 computed for the $n=12$ ion. Equal $N$ is a property of the Coulomb field; in the screened atoms, energy-normalized states at threshold give about 0.04 to 0.05. The corresponding ratio for $S$ is $2\times10^{-6}$, since these orbitals hardly enter the nucleus. This channel thus changes the EDM effect without changing the other. A state in which $s_{1/2}$--$p_{1/2}$ mixing is suppressed can therefore depart from (\ref{main}) by much more than the few per cent found above.

\section*{Computed values}
\begin{verbatim}
Z = 80, A = 200, R = 7.018 fm = 1.3261e-04 a0
G_F = 2.2225e-14 Hartree a0^3
z = Z alpha = 0.58379, gamma = 0.81191, 2ZR = 0.02122
Gamma(2 gamma + 1) = 1.45561
Bessel integral: quadrature 0.094063, formula 0.094063
interior: t = -0.24245, I_S = 1.03082, I_D = -0.05411
matching: a_s = -0.56773, a_p = 1.76206, b_s = 0.15243, b_p = -0.04911
F = 1.0870, delta = -0.0985
D/S naive (F=1, delta=0) = -0.8453 a.u.
D/S full formula = -0.7010 a.u.
D/S light-atom law -4 pi z/3 = -2.4454 a.u.
2p3/2 energy: solver -817.8075, Sommerfeld -817.8075 Hartree
commutator identity 3s-4p: left 2.13621e+03, right 2.13621e+03 a.u.
ion n=12: D/S = -0.7198 a.u., off formula by 2.67 %
ion n=12, R/20: D/S = -0.2486 a.u., formula -0.2481, off by 0.19 %
EDM channel p3/2-d3/2 over s-p1/2: numerical 0.0545, formula 0.0565
S channel p3/2-d3/2 over s-p1/2: 1.66e-06
screened atoms, screening length = L * Z^(-1/3) a0, pair ns-np1/2:
 L=1.5 n=4: e_s=-25.9894 e_p=-21.9309 Hartree, |D|=1.4207e+03 |S|=1.9486e+03 D/S=-0.7291 a.u.
 L=1.5 n=6: e_s=-0.5761 e_p=-0.3326 Hartree, |D|=2.7967e+01 |S|=3.8383e+01 D/S=-0.7286 a.u.
 L=1.5 n=7: e_s=-0.1319 e_p=-0.0882 Hartree, |D|=3.7419e+00 |S|=5.1356e+00 D/S=-0.7286 a.u.
 L=1.0 n=4: e_s=-7.8804 e_p=-4.5882 Hartree, |D|=5.1971e+02 |S|=7.0897e+02 D/S=-0.7330 a.u.
 L=1.0 n=6: e_s=-0.1391 e_p=-0.0825 Hartree, |D|=3.4989e+00 |S|=4.7737e+00 D/S=-0.7330 a.u.
 L=1.0 n=7: e_s=-0.0580 e_p=-0.0407 Hartree, |D|=1.0292e+00 |S|=1.4042e+00 D/S=-0.7330 a.u.
largest |D| over smallest |D| = 1380.3
spread of D/S over pairs: L=1.5 0.065 %, L=1.0 0.013 %, all 0.606 %
largest deviation of screened D/S from formula = 4.56 %
Z=40 A=100 5s-5p, L=1.5: formula -0.8233, numerical -0.8332 a.u., F=1.0206, delta=-0.0109
  X from formula = -5.051e-21 e cm
Z=60 A=150 6s-6p, L=1.5: formula -0.8384, numerical -0.8590 a.u., F=1.0475, delta=-0.0325
  X from formula = -7.440e-21 e cm
Z=80: X from formula = -1.186e-20 e cm
Z=80: X from 6s-6p, L=1.5 = -1.141e-20 e cm
\end{verbatim}
